\section*{How Long Does Weak Two-Dimensional Nonlinear Growth Look Linear?}

\section*{The question}

A film grows by random arrival of atoms, and smoothing keeps its surface nearly flat. Its growth rate depends weakly on the square of the local slope. On small scales this nonlinearity hardly matters. At what lateral length does it become important, how does that length depend on the strength of the nonlinearity, and can a real film reach it?

\section*{The model and its one coupling}

Let $h(\mathbf x,t)$ be the height measured from a plane that advances at the growth rate of a flat surface, with $\mathbf x$ in two dimensions. The Kardar--Parisi--Zhang equation is
\begin{equation}
\partial_t h=\nu\nabla^2h+\frac{\lambda}{2}(\nabla h)^2+\eta ,
\label{kpz}
\end{equation}
where $\langle\eta(\mathbf x,t)\eta(\mathbf x',t')\rangle=2D\,\delta^2(\mathbf x-\mathbf x')\delta(t-t')$. Smoothing requires $\nu>0$. The equation holds above a short length $b=1/\Lambda$; wavevectors above $\Lambda$ are left out.

Write $X$, $T$, $Z$ for the units of lateral length, time and height, treated as independent. Each term of (\ref{kpz}) has unit $Z/T$, so $\nu\sim X^2/T$ and $\lambda\sim X^2/(ZT)$. In $d$ lateral dimensions the noise correlator gives $D\sim Z^2X^d/T$. Hence
\begin{equation}
g=\frac{\lambda^2D}{\nu^3}\sim
\frac{X^4}{Z^2T^2}\,\frac{Z^2X^d}{T}\,\frac{T^3}{X^6}=X^{d-2}.
\end{equation}
In two dimensions $g$ is a pure number. A change of scale alone neither strengthens nor weakens it: the coupling is marginal, and fluctuations must decide its fate.

\section*{A direct estimate from the height}

Start with the linear theory, $\lambda=0$, in a large area $A$. Expand $h=\sum_q a_q\phi_q$ in real orthonormal plane-wave modes. Each amplitude obeys $\dot a_q=-\nu q^2a_q+\eta_q$ with noise strength $2D$, so its stationary correlation is
\begin{equation}
C_q(t)=\langle a_q(0)a_q(t)\rangle=\frac{D}{\nu q^2}\,e^{-\nu q^2|t|}.
\end{equation}

Now let these fluctuations drive the nonlinear term. Since $\int(\nabla h)^2d^2x=\sum_q q^2a_q^2$, that term acts on the mean height as a fluctuating source. Seen over long times it is extra white noise, of strength $2\Delta D$. For a Gaussian amplitude the covariance of $a_q^2(0)$ and $a_q^2(t)$ is $2C_q(t)^2$, and different modes are independent. Therefore
\begin{align}
2\Delta D&=\frac1A\,\frac{\lambda^2}{4}\sum_q q^4\int_{-\infty}^{\infty}2C_q(t)^2\,dt\nonumber\\
&=\frac1A\,\frac{\lambda^2}{2}\sum_q q^4\,\frac{D^2}{\nu^2q^4}\,\frac{1}{\nu q^2}
=\frac{\lambda^2D^2}{2\nu^3}\,\frac1A\sum_q\frac1{q^2},
\end{align}
because $\int e^{-2\nu q^2|t|}dt=1/(\nu q^2)$. Divide by $2D$, replace $A^{-1}\sum_q$ by $\int d^2q/(2\pi)^2$, and keep wavevectors between $1/L$ and $1/b$:
\begin{equation}
\frac{\Delta D}{D}=\frac g4\int_{1/L}^{1/b}\frac{q\,dq}{2\pi}\,\frac1{q^2}
=\frac{g}{8\pi}\ln\frac Lb .
\label{gain}
\end{equation}

Every factor of scale contributes equally, and the contribution is positive for either sign of $\lambda$. The correction reaches 100\% when the logarithm equals $8\pi/g$, that is, at
\begin{equation}
\xi\simeq b\,e^{8\pi/g}.
\label{xi}
\end{equation}

A mode sum tests the logarithm in (\ref{gain}). For $\nu=0.9$, $\lambda=0.7$, $D=1.3$, or $g=0.874$, enlarging the box fourfold raised $\Delta D/D$ by $0.048205$; the formula $g\ln4/8\pi$ gives $0.048198$.

Equation (\ref{xi}) stretches a first-order result to the point where it fails. It also says nothing about changes in $\nu$. A calculation that sums the logarithms is needed to see whether the exponent survives.

\section*{An exactly solvable average}

Define $w=\exp(\lambda h/2\nu)$. Then
\begin{equation}
\partial_tw=\frac{\lambda}{2\nu}w\,\partial_th,\qquad
\nabla^2w=\frac{\lambda}{2\nu}w\left[\nabla^2h+\frac{\lambda}{2\nu}(\nabla h)^2\right].
\end{equation}
Multiplying the second relation by $\nu$ reproduces both deterministic terms of (\ref{kpz}), so
\begin{equation}
\partial_tw=\nu\nabla^2w+\frac{\lambda}{2\nu}\,\eta\,w .
\label{she}
\end{equation}
The product $\eta w$ is read in the It\^o sense, with the noise independent of the present $w$. The other common reading multiplies $w$ by a factor exponential in time and uniform in space. With a cutoff this is a finite shift of the mean growth velocity, and it leaves the surface shape alone.

Let the surface start flat, $w=1$, and let $C(\mathbf r,t)=\langle w(\mathbf r,t)w(\mathbf 0,t)\rangle$. The It\^o product rule gives two diffusion terms and one noise term. By translation invariance each Laplacian acts as $\nabla_r^2$, and together they give $2\nu\nabla_r^2C$. The noise term is
\begin{equation}
\left(\frac{\lambda}{2\nu}\right)^2 2D\,\delta^2(\mathbf r)\,C
=\frac{\lambda^2D}{2\nu^2}\,\delta^2(\mathbf r)\,C
=2\nu\,\frac g4\,\delta^2(\mathbf r)\,C .
\end{equation}
The average thus obeys a closed equation,
\begin{equation}
\partial_tC=2\nu\left[\nabla^2+\frac g4\,\delta^2(\mathbf r)\right]C .
\label{pair}
\end{equation}
This is diffusion of a pair separation with a contact gain. The gain is positive because $\lambda$ enters squared: two copies of the field at the same place feel the same noise and reinforce each other.

\subsection*{How the gain grows with scale}

Take the Laplace transform $\bar C(\mathbf r,s)=\int_0^\infty e^{-st}C\,dt$ and set $s=2\nu k^2$. This probes times near $1/s$ and diffusion lengths near $1/k$. Since $C(\mathbf r,0)=1$, (\ref{pair}) becomes
\begin{equation}
(k^2-\nabla^2)\bar C(\mathbf r)=\frac1{2\nu}+\frac g4\,\delta^2(\mathbf r)\,\bar C(\mathbf 0).
\end{equation}
The uniform source produces $1/(2\nu k^2)=1/s$. The point source produces $(g/4)\bar C(\mathbf 0)$ times the Green function of $k^2-\nabla^2$. At the origin, with a disc cutoff, that function is
\begin{equation}
G(k)=\int_{q<\Lambda}\frac{d^2q}{(2\pi)^2}\frac1{q^2+k^2}
=\frac1{4\pi}\ln\left(1+\frac{\Lambda^2}{k^2}\right)\simeq\frac1{2\pi}\ln\frac\Lambda k ,
\label{green}
\end{equation}
the last form for $k\ll\Lambda$. Solving $\bar C(\mathbf 0)=1/s+(g/4)G\,\bar C(\mathbf 0)$ gives
\begin{equation}
s\,\bar C(\mathbf 0,s)=\frac{1}{1-\dfrac{g}{8\pi}\ln\dfrac{\Lambda}{k}} .
\label{enh}
\end{equation}
Expanded in $g$, the first correction has the same logarithm and coefficient as (\ref{gain}), but it is a different quantity: it is $(\lambda/2\nu)^2$ times the height variance of the linear theory. A linear surface would give $\langle w^2\rangle/\langle w\rangle^2=\exp[(\lambda/2\nu)^2\langle h^2\rangle]$, finite at every scale; the nonlinearity first shows in the second-order term. In (\ref{enh}) the whole series has been summed. It diverges at a finite scale, however small $g$ is.

\subsection*{The length at which the gain diverges}

The divergence, at $k=\kappa$, marks a bound state of (\ref{pair}) with size about $1/\kappa$. Its condition is $1=(g/4)G(\kappa)$, or
\begin{equation}
1=\frac{g}{16\pi}\ln\left(1+\frac{\Lambda^2}{\kappa^2}\right)
\quad\Longrightarrow\quad
\frac1\kappa=b\sqrt{e^{16\pi/g}-1}\simeq b\,e^{8\pi/g}.
\label{bound}
\end{equation}
Beyond this length, or after times of order $1/(2\nu\kappa^2)$, the second moment $\langle w^2\rangle$ grows as $e^{2\nu\kappa^2t}$. For $g=3$, diagonalizing the disc-cutoff problem gives $\ln(\Lambda/\kappa)=8.37758$, equal to $8\pi/3$ at this precision.

The square-root form in (\ref{bound}) is exact for a contact gain restricted to $q<\Lambda$. If instead the noise is cut off at $\Lambda$, the gain is spread over a distance $b$, and the prefactor of $b\,e^{8\pi/g}$ is $1.07$ at $g=3.2$ and $1.02$ at $g=0.94$, approaching one as $g$ falls. Changing the form of the cutoff further shows what is universal. On a square lattice of unit spacing, $q^2$ becomes $4-2\cos q_x-2\cos q_y$. Integrating over $q_y$ with
$\int_{-\pi}^{\pi}dq_y/[2\pi(B-2\cos q_y)]=(B^2-4)^{-1/2}$ and setting $u=\sin(q_x/2)$ gives, for $k\ll1$,
\begin{equation}
G(k)\simeq\frac1{2\pi}\int_0^1\frac{du}{\sqrt{u^2+k^2/4}\,\sqrt{1-u^4}} .
\end{equation}
Without the last root the integral is $\operatorname{arsinh}(2/k)\simeq\ln(4/k)$. The remainder converges at $k=0$. With $p=u^4$ and then $v=\sqrt{1-p}$, it is
\begin{equation}
\frac14\int_0^1\frac{dp}{p}\left(\frac1{\sqrt{1-p}}-1\right)
=\frac12\int_0^1\frac{dv}{1+v}=\frac12\ln2 .
\end{equation}
Thus $G\simeq(1/2\pi)\ln(\sqrt{32}/k)$, and
\begin{equation}
\frac1\kappa\simeq\frac{1}{\sqrt{32}}\,e^{8\pi/g}\qquad\text{(lattice spacings)}.
\label{lat}
\end{equation}
The exponent is unchanged, while the prefactor is $0.177$ instead of one cutoff length.

Diagonalization on a $201\times201$ lattice with absorbing walls gave $\ln(1/\kappa)=1.632$, $2.140$ and $2.603$ for $g=7.5$, $6.5$ and $5.8$. Formula (\ref{lat}) gives $1.618$, $2.134$ and $2.600$. The gap closes as the state grows, consistent with the neglect of terms small in $\kappa$. Between the end points, the slope of $\ln(1/\kappa)$ against $8\pi/g$ is $0.989$.

The rise of (\ref{enh}) was tested on a periodic $121\times121$ lattice at $g=3$, with $\Lambda$ replaced by $\sqrt{32}$. From $k=0.60$ to $k=0.15$ the solved enhancement rises from $1.349$ to $1.761$; at the smaller $k$ the formula gives $1.765$.

\section*{Marginal relevance, and two other dimensions}

The same result can be read as a coupling that changes with scale. Lower the cutoff from $\Lambda$ to $\Lambda e^{-l}$ and choose $g(l)$ so that $\kappa$ stays fixed. For $\kappa\ll\Lambda e^{-l}$, (\ref{bound}) requires
\begin{equation}
\frac{8\pi}{g(l)}=\ln\frac{\Lambda e^{-l}}{\kappa}=\frac{8\pi}{g}-l .
\end{equation}
Hence
\begin{equation}
g(l)=\frac{g}{1-gl/8\pi},\qquad \frac{dg}{dl}=\frac{g^2}{8\pi}>0 .
\end{equation}
The coupling has no linear growth term, so it is marginal; it still increases, so it is marginally relevant. The increase is slow: a fourfold coarsening takes $g=3$ only to $3.59$.

Other dimensions show how special the exponential is. In one dimension,
\begin{equation}
1=\frac g4\int_{-\infty}^{\infty}\frac{dq}{2\pi}\frac1{q^2+\kappa^2}=\frac{g}{8\kappa},
\end{equation}
so $1/\kappa=8/g$, a power law, with $g$ now an inverse length. In three dimensions the integral stays finite as $\kappa\to0$, where it equals $\Lambda/2\pi^2$. A bound state then needs $g\Lambda>8\pi^2$, and weaker coupling has none. Two dimensions lie between: there is no threshold, but the length is exponentially large.

\section*{What has been shown about the surface}

For the second moment of $w$, the exponent in (\ref{bound}) is exact as $g\to0$. For the height, (\ref{xi}) remains an estimate. Because $w$ is exponential in $h$, rare noise histories can dominate $\langle w^2\rangle$, and this average need not describe a typical surface. The direct calculation (\ref{gain}) concerns the height itself and gives the same exponent, which supports the identification without proving it.

The prefactor for the height is less certain still. If the coupling relevant to the height obeyed $dg/dl=g^2/8\pi+cg^3$, integrating $dl/dg$ would add a term proportional to $\ln g$ to $\ln(\xi/b)$, and so a power of $g$ to the prefactor. The leading $8\pi/g$ would remain.

Isotropy also matters. With different coefficients along $x$ and $y$, the transformation to $w$ works only if $\lambda_x/\nu_x=\lambda_y/\nu_y$. Coefficients $\lambda_x$ and $\lambda_y$ of opposite sign violate this when both $\nu$ are positive, and the result is not claimed there.

\section*{A platinum film}

Consider a (111) platinum film grown from a vapour precursor at 473 K, with rough typical inputs. Growth is taken to be limited by the surface reaction and to proceed at $V=0.05$ nm/s along the local normal. For slope $\sigma=|\nabla h|$ the vertical rate is
\begin{equation}
V\sqrt{1+\sigma^2}=V+\tfrac12V\sigma^2-\tfrac18V\sigma^4+\cdots,
\end{equation}
so $\lambda=V$. The threefold symmetry of the surface makes the quadratic terms isotropic.

Atoms of volume $\Omega=0.01506$ nm$^3$ arrive independently. In time $t$ an area $A$ receives $N$ atoms with mean and variance $VtA/\Omega$. Its height $\Omega N/A$ has variance $\Omega Vt/A$, which must equal $2Dt/A$; hence $D=\Omega V/2$.

Let an arriving atom settle, on average, a distance $\ell\sigma$ downhill. The volume current is $-V\ell\nabla h$, and minus its divergence gives $\nu=V\ell$. Then
\begin{equation}
g=\frac{V^2(\Omega V/2)}{V^3\ell^3}=\frac{\Omega}{2\ell^3}.
\end{equation}
At fixed $\ell$ the growth rate drops out. The chosen $\ell=0.20$ nm gives $g=0.01506/0.016=0.941$ and $8\pi/g=26.7$.

Surface diffusion supplies the cutoff. Curvature changes the chemical potential by $-\Omega\gamma\nabla^2h$, and the atomic current is $-(D_sn/k_BT)$ times its gradient, where $n$ is the number of surface sites per area and $D_s$ the mass-transport diffusivity. Multiplying the divergence by $-\Omega$ gives the rate $-K\nabla^4h$, with $K=D_sn\Omega^2\gamma/k_BT$. The inputs are $\gamma=2.5$ J/m$^2$, $n=1/(0.0665\text{ nm}^2)$, a diffusion prefactor of $10^{-3}$ cm$^2$/s and an activation energy of 1.2 eV. They give $K=0.0214$ nm$^4$/s. This term overtakes $\nu\nabla^2h$ below
\begin{equation}
b=\sqrt{K/\nu}=\sqrt{0.0214/0.0100}\text{ nm}=1.46\text{ nm}.
\end{equation}
The estimate is then
\begin{equation}
\xi\simeq1.46\text{ nm}\times e^{26.7}\simeq6\times10^{11}\text{ nm}\simeq600\text{ m}.
\end{equation}
This is no size for a film. With these inputs the crossover lies beyond any real substrate. That alone does not make the nonlinearity weak at every smaller length: at $L=300$ mm, (\ref{gain}) would already give a correction of $0.72$, if the film could grow long enough to correlate its surface over that distance.

\subsection*{Thickness is the tighter limit}

Smoothing correlates the surface over $L\simeq\sqrt{\nu t}$ in time $t$. With thickness $H=Vt$ this is $L\simeq\sqrt{\ell H}$. A film 1000 nm thick reaches $L\simeq14$ nm, where (\ref{gain}) gives a correction of $0.085$. Reaching $\xi$ would take a thickness $\xi^2/\ell\simeq2\times10^{15}$ m.

At fixed $b$, $\xi$ equals a 300 mm wafer for $g=1.31$; smaller $g$ puts it beyond the wafer. To bring $\xi$ down to 14 nm would formally need $g=11$. The exponent would then be only $2.3$, so the weak-coupling formula is no longer a quantitative guide.

\subsection*{How firm is the number?}

Here $8\pi/g=16\pi\ell^3/\Omega$, a cube inside an exponential. With $V$, $K$ and temperature fixed, $\ell=0.15$ nm gives $\xi\simeq0.13$ mm, while $\ell=0.25$ nm gives $6\times10^{13}$ m. At fixed $b$,
\begin{equation}
d\ln\xi=-\frac{8\pi}{g}\,d\ln g .
\end{equation}
Losing 10\% of $\nu$ to an uphill current at step edges raises $g$ to $1.29$ and cuts $\xi$ to $0.44$ m, a factor of about 1300 with the small rise of $b$ included, or about 1400 at fixed $b$.

Other changes can be sized in the same way. Warming by 20 K at fixed $V$ and $\ell$ raises $b$ to $2.6$ nm and $\xi$ to about 1000 m. With arrival noise alone and one mode per surface atom, so that the largest wavevector obeys $q_{\max}^2=4\pi n$, linear theory with surface diffusion gives $\langle\sigma^2\rangle=(D/4\pi K)\ln(1+b^2q_{\max}^2)$, an rms slope of $0.092$. For Gaussian slopes $\langle\sigma^4\rangle=2\langle\sigma^2\rangle^2$, so the quartic term is a fraction $\langle\sigma^2\rangle/2\simeq0.4\%$ of the quadratic one. Thermal roughness, left out here, would by equipartition add roughly $k_BTn/\gamma\simeq0.04$ to $\langle\sigma^2\rangle$ and raise this fraction to about 2\%. The effect on $\xi$ is larger than these fractions suggest. On a surface with an added uniform tilt $\mathbf m$, the average of $|\mathbf m+\nabla h|^4$ contains $4m^2\langle\sigma^2\rangle$, so the quartic term lowers the effective $\lambda$ by a fraction $\langle\sigma^2\rangle$. For arrival noise this is 0.8\% and by itself raises $\xi$ by a factor of about 1.6. With thermal roughness it is 4 to 5\% and by itself raises $\xi$ roughly tenfold. The same slopes raise the mean arrival rate, and with it $D$, by a fraction of about $\langle\sigma^2\rangle/2$. They also raise the downhill current, which becomes $-V\sqrt{1+\sigma^2}\,\ell\nabla h$ if $\ell$ keeps its meaning; the part linear in $\mathbf m$ raises $\nu$ by a fraction of about $\langle\sigma^2\rangle$, and $\nu$ enters $g$ cubed. With all three changes, at fixed $b$, $\xi$ rises by a factor of about 2.8 for arrival noise and about 400 with thermal roughness.

The sharp cutoff can also be replaced by surface diffusion itself. Each relaxation rate becomes $\nu q^2(1+b^2q^2)$, which divides the integrand of (\ref{gain}) by $(1+b^2q^2)^3$. With $y=b^2q^2$ and $L\gg b$, the logarithm becomes
\begin{equation}
\frac12\int_{b^2/L^2}^{\infty}\frac{dy}{y(1+y)^3}
\simeq\ln\frac Lb-\frac34 .
\end{equation}
In the estimate (\ref{xi}), which counts only the added noise, this would multiply $\xi$ by $e^{3/4}\simeq2$. The first-order change in $\nu$ is of the same size: it is smaller by $g\nu/32\pi$ than for noise cut off sharply at $1/b$. Since $g\propto\nu^{-3}$, this lowers $\ln\xi$ by $3/4$, and at this order the two shifts cancel. The smooth cutoff does lower the noise correction at 14 nm from $0.085$ to about $0.06$.

\subsection*{The model beside real platinum growth}

The growth rate and temperature are plausible for slow vapour growth, and 1000 nm is thick for a platinum film. The length $\ell$ is a model choice, not a measured property. A (111) surface at this temperature is close to a facet, where a smooth surface-energy law is doubtful; the resulting $K$ is a rough way to place $b$. The rms height that the linear theory gives for the 1000 nm film is $0.13$ nm, less than one atomic layer ($0.226$ nm). On clean Pt(111), with an adatom hopping barrier near $0.26$ eV, a nucleation estimate at this flux and temperature puts islands some 20 nm apart or more, above both $b$ and the 14 nm correlated length; the continuum equation then has no range of lengths in which to apply unless adsorbates slow the adatoms strongly. An error of 100 in $K$ moves $\xi$ by 10 at fixed $g$. A $K$ smaller by 100, however, puts $b=0.15$ nm below the atomic spacing, doubles the correction at 14 nm to $0.17$ and gives an rms slope near $0.5$, so that $g$ would not stay fixed; a $K$ larger by 100 puts $b$ at the correlated length itself. Step-edge barriers are the more serious departure: platinum deposited from an atomic beam on Pt(111) can form mounds. If the uphill current exceeds the downhill one, $\nu$ is negative and no value of $\xi$ follows from this theory. A vertical beam whose atoms all stick, in a film without voids, also breaks the assumption $\lambda=V$: the mean vertical rate is then independent of slope, and this source of $\lambda$ vanishes. A reaction rate that depends on surface orientation, as may be expected near a facet, also changes $\lambda$, and $\xi$ responds exponentially. Finally, the precursor supply was taken as uniform, which cannot hold over hundreds of metres.

For a film that meets the model's conditions with $\ell$ near 0.20 nm or larger, the practical conclusion rests on the small correction at the length the film can correlate, not on the digits of $\xi$. A smaller $\ell$ weakens that conclusion: for $\ell=0.15$ nm and the same thickness, (\ref{gain}) already gives about $0.18$. The values behind these estimates are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
TESTS OF THE GENERAL RESULT
noise gain, box enlarged 4x, mode sum: 0.048205
noise gain, box enlarged 4x, formula: 0.048198
lattice g=7.5: ln(1/kappa) diagonalized 1.6318, formula 1.6182
lattice g=6.5: ln(1/kappa) diagonalized 2.1395, formula 2.1337
lattice g=5.8: ln(1/kappa) diagonalized 2.6030, formula 2.6004
lattice slope of ln(1/kappa) against 8pi/g: 0.9888
enhancement g=3.0, k=0.60: solved 1.3493, formula 1.3658
enhancement g=3.0, k=0.15: solved 1.7613, formula 1.7646
disc cutoff g=3: ln(1/kappa) 8.37758, 8pi/g 8.37758
running coupling from g=3 after cutoff/4: 3.5949
lattice prefactor 1/sqrt(32): 0.1768
PLATINUM EXAMPLE, INPUTS
lattice constant: 0.392 nm; atomic volume: 0.01506 nm^3
area per surface atom: 0.06654 nm^2
growth rate V = lam: 0.050 nm/s; temperature: 473 K
relaxation length ell: 0.20 nm
surface energy: 2.50 J/m^2 = 15.604 eV/nm^2
diffusion prefactor: 1.0e-03 cm^2/s; activation: 1.20 eV
PLATINUM EXAMPLE, RESULTS
nu: 0.01000 nm^2/s; D: 3.7648e-04 nm^4/s
K: 2.1361e-02 nm^4/s; cutoff b: 1.462 nm
coupling g: 0.9412; exponent 8pi/g: 26.703
crossover length xi: 5.778e+11 nm = 5.778e+02 m
thickness needed xi^2/ell: 1.670e+15 m
film thickness H: 1000 nm; lateral length: 14.14 nm
first-order noise correction at that length: 0.0850
g for xi = 300 mm wafer: 1.313
g formally needed for xi = lateral length: 11.07
ell=0.15 nm: g=2.2310, b=1.688 nm, xi=1.318e-04 m
ell=0.20 nm: g=0.9412, b=1.462 nm, xi=5.778e+02 m
ell=0.25 nm: g=0.4819, b=1.307 nm, xi=5.845e+13 m
NEGLECTED EFFECTS
rms slope: 0.0918; higher slope terms: 0.416 percent
nu lowered 10 percent: g=1.2911, xi=4.384e-01 m
xi divided by, for that change: 1.318e+03
20 K warmer: b=2.601 nm, xi=1.028e+03 m
\end{verbatim}
